\section*{Which Miller indices can occur inside a plane-wave cutoff sphere?}

\section{A loop over three indices}

\textbf{Q:} I am writing a routine that lists the reciprocal lattice vectors for a plane-wave calculation. Each vector is
\begin{equation}
\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3 ,
\end{equation}
with integer $m_i$, and I want all those with $|\mathbf G|\le G_{\max}$. I loop over a box of indices and keep the vectors that pass the length test. For the box I use
\begin{equation}
|m_i|\le N_i,\qquad N_i=\frac{G_{\max}}{|\mathbf b_i|}.
\end{equation}
Each step in $m_i$ moves me by $|\mathbf b_i|$, so after more than $N_i$ steps I must have left the sphere.

\textbf{A:} You have left it if you walk along $\mathbf b_i$ alone. Let us see what happens when the other two indices move as well. Take an fcc lattice with cubic edge $e$ and primitive vectors
\begin{equation}
\mathbf a_1=\tfrac e2(0,1,1),\quad
\mathbf a_2=\tfrac e2(1,0,1),\quad
\mathbf a_3=\tfrac e2(1,1,0).
\end{equation}
With the convention $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ and the abbreviation $u=2\pi/e$, the reciprocal vectors are
\begin{equation}
\mathbf b_1=u(-1,1,1),\quad
\mathbf b_2=u(1,-1,1),\quad
\mathbf b_3=u(1,1,-1).
\end{equation}
For instance, $\mathbf a_1\cdot\mathbf b_1=\tfrac e2u(1+1)=2\pi$ and $\mathbf a_2\cdot\mathbf b_1=\tfrac e2u(-1+1)=0$. Choose $e=8$ bohr, so that $u=0.7854$ bohr$^{-1}$ and $|\mathbf b_i|=\sqrt3\,u=1.3604$ bohr$^{-1}$. What does your rule give for $G_{\max}=2.3$ bohr$^{-1}$?

\textbf{Q:} $N_i=2.3/1.3604=1.69$, so each index runs over $-1,0,1$.

\textbf{A:} Now consider $m=(2,1,1)$, which your loop never visits:
\begin{equation}
2\mathbf b_1+\mathbf b_2+\mathbf b_3
=u\left[(-2,2,2)+(2,0,0)\right]=u(0,2,2).
\end{equation}
Its length is $\sqrt8\,u=2.221$ bohr$^{-1}$, which is inside the sphere.

\textbf{Q:} But $2\mathbf b_1$ by itself has length $2.72$ bohr$^{-1}$, which is outside.

\textbf{A:} Adding $\mathbf b_2+\mathbf b_3$ brings it back in. The squared length shows how:
\begin{align}
|2\mathbf b_1+(\mathbf b_2+\mathbf b_3)|^2
&=|2\mathbf b_1|^2+4\,\mathbf b_1\cdot(\mathbf b_2+\mathbf b_3)
+|\mathbf b_2+\mathbf b_3|^2\nonumber\\
&=12u^2-8u^2+4u^2=8u^2 .
\end{align}
The middle term is negative because $\mathbf b_1\cdot\mathbf b_2=\mathbf b_1\cdot\mathbf b_3=-u^2$. Your argument assumed $|m_i\mathbf b_i|\le|\mathbf G|$. That holds if $\mathbf b_i$ is perpendicular to the other two reciprocal vectors, since the cross terms then vanish. Here they do not.

\section{Isolating one index}

\textbf{Q:} Then I need a bound on $m_1$ that holds whatever $m_2$ and $m_3$ do. How do I get rid of them?

\textbf{A:} Project on the direct vector $\mathbf a_i$, which is perpendicular to the two reciprocal vectors you want to remove:
\begin{equation}
\mathbf a_i\cdot\mathbf G=\sum_j m_j\,\mathbf a_i\cdot\mathbf b_j
=\sum_j m_j\,2\pi\delta_{ij}=2\pi m_i .
\label{eq:proj}
\end{equation}
The Cauchy--Schwarz inequality, $|\mathbf a_i\cdot\mathbf G|\le|\mathbf a_i||\mathbf G|$, then gives for every vector in the sphere
\begin{equation}
|m_i|=\frac{|\mathbf a_i\cdot\mathbf G|}{2\pi}
\le\frac{|\mathbf a_i||\mathbf G|}{2\pi}\le L_i,
\qquad L_i=\frac{|\mathbf a_i|\,G_{\max}}{2\pi}.
\label{eq:bound}
\end{equation}
Since $m_i$ is an integer, the loop runs from $-\lfloor L_i\rfloor$ to $\lfloor L_i\rfloor$, where the brackets mean rounding down.

\textbf{Q:} Why does a direct-space length appear in a question about reciprocal space?

\textbf{A:} Because it fixes the distance between planes: the longer $\mathbf a_i$, the closer they lie. By Eq.~(\ref{eq:proj}), all vectors with the same $m_i$ lie on a plane perpendicular to $\mathbf a_i$, at distance $2\pi|m_i|/|\mathbf a_i|$ from the origin. Neighbouring planes are therefore $2\pi/|\mathbf a_i|$ apart. The step $\mathbf b_i$ does lead from one plane to the next, but unless it is parallel to $\mathbf a_i$ it does so at a slant, and it is then longer than the spacing. The sphere cuts a plane if the plane's distance from the origin is at most $G_{\max}$, and that condition is $|m_i|\le L_i$.

\textbf{Q:} For the fcc example, then, $|\mathbf a_i|=e/\sqrt2=5.657$ bohr and $L_i=5.657\times2.3/(2\pi)=2.07$. The indices run from $-2$ to $2$.

\textbf{A:} And after the length test you find 27 vectors, where your box gave 21. The six lost ones are $\pm u(0,2,2)$, $\pm u(2,0,2)$ and $\pm u(2,2,0)$.

\textbf{Q:} Could a still smaller bound work?

\textbf{A:} Not one that covers the whole ball. The point $\mathbf G=G_{\max}\mathbf a_i/|\mathbf a_i|$ lies on the sphere and has $m_i=L_i$, if the coordinates may be real numbers. A lattice vector need not sit there, so for a particular cutoff the largest integer that occurs can be smaller than $\lfloor L_i\rfloor$. A box that is too large costs only extra length tests; one that is too small can lose vectors.

\section{When the two bounds agree}

\textbf{Q:} My routine was correct for an orthorhombic crystal. Was that luck?

\textbf{A:} No. Let $c_i$ be the cosine of the angle between $\mathbf a_i$ and $\mathbf b_i$. Since $\mathbf a_i\cdot\mathbf b_i=2\pi$, we have $|\mathbf a_i||\mathbf b_i|c_i=2\pi$, and so
\begin{equation}
\frac{N_i}{L_i}=\frac{G_{\max}}{|\mathbf b_i|}\,
\frac{2\pi}{|\mathbf a_i|G_{\max}}
=\frac{2\pi}{|\mathbf a_i||\mathbf b_i|}=c_i,
\qquad 0<c_i\le1 .
\end{equation}
Your bound is never larger than the correct one, and the two are equal when $\mathbf a_i$ is parallel to $\mathbf b_i$. As $\mathbf b_i$ is perpendicular to the other two direct vectors, this happens if and only if $\mathbf a_i$ is perpendicular to them too. In a cell with three mutually perpendicular vectors, such as the simple orthorhombic one, that is true for all three indices; the primitive cell of a centred orthorhombic lattice is in general skew and does not qualify. In a hexagonal cell it is true for the index along the sixfold axis and false for the other two. For the fcc primitive cell,
\begin{equation}
c_i=\frac{2\pi}{(e/\sqrt2)(\sqrt3\,2\pi/e)}=\sqrt{\frac23}=0.816 .
\end{equation}

\textbf{Q:} So in a skew cell my loop always loses something?

\textbf{A:} Not at every cutoff. Take the fcc cell with $G_{\max}=1.2$ bohr$^{-1}$. Then $L_i=1.08$ and $N_i=0.88$, which round down to 1 and 0. The integer bounds differ, yet nothing is lost: the shortest nonzero reciprocal vector has length $1.36$ bohr$^{-1}$, so the sphere contains $\mathbf G=0$ alone.

\textbf{Q:} Can I be lucky in this way at arbitrarily large cutoffs?

\textbf{A:} No. Suppose $c_i<1$, and consider the points $\mathbf x$ with
\begin{equation}
|\mathbf x|<1,\qquad \frac{\mathbf a_i\cdot\mathbf x}{2\pi}>\frac1{|\mathbf b_i|}.
\end{equation}
This region is not empty: it contains $\mathbf x=t\,\mathbf a_i/|\mathbf a_i|$ for every $t$ between $c_i$ and 1. It is open, so it contains a small ball of some radius $\rho$. Multiply all its points by $G_{\max}$. The enlarged region consists of points inside the cutoff sphere whose $i$th coordinate exceeds $N_i$, and it contains a ball of radius $\rho G_{\max}$. Now, any point of reciprocal space can be moved to a lattice vector by rounding its three coordinates, which shifts it by at most $\tfrac12(|\mathbf b_1|+|\mathbf b_2|+|\mathbf b_3|)$. Once $\rho G_{\max}$ exceeds this distance, the ball must contain a lattice vector, and your loop loses it.

\textbf{Q:} What fraction do I lose at large cutoff?

\textbf{A:} Lattice vectors have uniform density, so the fraction tends to a ratio of volumes. Let $z$ be the component of $\mathbf G$ along $\mathbf a_i$, divided by $G_{\max}$. Then $m_i=L_iz$, and the condition $|m_i|>N_i$ becomes $|z|>c_i$. This describes two caps of the unit ball. Their share of its volume is
\begin{align}
f_i&=\frac{2}{4\pi/3}\int_{c_i}^{1}\pi(1-z^2)\,dz
=\frac32\left(\frac23-c_i+\frac{c_i^3}{3}\right)\nonumber\\
&=\frac{2-3c_i+c_i^3}{2}=\frac{(1-c_i)^2(2+c_i)}{2}.
\end{align}
If the caps of different indices overlap, the volume of their union is what counts, not the sum.

A hexagonal cell avoids the overlap. Its vectors $\mathbf a_1$ and $\mathbf a_2$ make an angle of $120^\circ$, and $c_1=c_2=\sqrt3/2$. Each cap then has a half-angle of $30^\circ$, while the nearest cap axes are $60^\circ$ apart, so the caps merely touch. The third index loses nothing. The limiting fraction is $2f_1=(1-c_1)^2(2+c_1)=0.05144$. A direct count for a cell with $|\mathbf a_3|=|\mathbf a_1|$ and $G_{\max}=40.5\,|\mathbf b_1|$, among 371\,211 vectors, gives $0.05145$. That cutoff puts $N_1$ midway between two integers, which keeps the effect of rounding small; the limit does not depend on this choice.

\section{Why an energy may not reveal the fault}

\textbf{Q:} I tested my routine on the Ewald energy of an fcc lattice of point charges. The result did not change with the splitting parameter. How could that be, if vectors were missing?

\textbf{A:} Let us first find where the missing vectors are. If $\mathbf G$ is lost through index $i$, then $|m_i|>N_i$. Equation~(\ref{eq:bound}) also says $|\mathbf G|\ge2\pi|m_i|/|\mathbf a_i|$. Together,
\begin{equation}
|\mathbf G|>\frac{2\pi N_i}{|\mathbf a_i|}
=\frac{2\pi}{|\mathbf a_i||\mathbf b_i|}\,G_{\max}=c_iG_{\max}.
\label{eq:safe}
\end{equation}
So your list is complete up to the smallest $c_i$ times $G_{\max}$. In a compact cell the losses are confined to an outer layer. Whether that matters depends on how strongly your sum weights this layer.

\textbf{Q:} And the Ewald sum weights it weakly?

\textbf{A:} With your parameters, yes. Take unit charges on the lattice sites, a uniform neutralizing background, and atomic units. One writes
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
\end{equation}
The second part is the potential of a unit Gaussian charge $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$, whose Fourier transform is $e^{-G^2/4\eta^2}$. Poisson's equation multiplies this by $4\pi/G^2$. With $\Omega$ the volume of the primitive cell, the energy per charge is
\begin{equation}
E=\frac12\left[\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}\right].
\end{equation}
The third term removes the charge's own smooth potential, $\operatorname{erf}(\eta r)/r\to2\eta/\sqrt\pi$ as $r\to0$. The fourth is the short-range potential of the background, whose charge density is $-1/\Omega$, because $\int\operatorname{erfc}(\eta r)/r\,d^3r=\pi/\eta^2$. The $\mathbf G=0$ part of the smooth potential vanishes by neutrality. The total potential then averages to zero, so the background adds no further energy, and the factor $\tfrac12$ corrects for double counting.

With $e=8$ bohr, $\Omega=e^3/4=128$ bohr$^3$. Let $G_{\max}=6$ bohr$^{-1}$, a kinetic-energy cutoff of $G_{\max}^2/2=18$ hartree. In the compact cell $L_i=5.40$ and $N_i=4.41$. Your loop finds 411 of the 459 vectors, so 48 are missing, about 10\% of the set. By Eq.~(\ref{eq:safe}) they lie beyond $0.816\times6=4.90$ bohr$^{-1}$; the shortest has length $5.61$ bohr$^{-1}$. For $\eta=0.5$ bohr$^{-1}$ the Gaussian factor there is $e^{-5.61^2}$, and all 48 together contribute about $7\times10^{-16}$ hartree. The energy is $-0.28655$ hartree with or without them.

\textbf{Q:} So my test passed because it could not see the missing terms.

\textbf{A:} Yes. It tested the Ewald formula and the convergence of the sum, not the completeness of the list.

\section{The same lattice in another cell}

\textbf{Q:} If the damage is that small, need I care?

\textbf{A:} Describe the same lattice with another cell. Keep $\mathbf a_1$ and $\mathbf a_2$, and replace $\mathbf a_3$ by
\begin{equation}
\mathbf a_3'=\mathbf a_3+2\mathbf a_1+2\mathbf a_2=\tfrac e2(3,3,4).
\end{equation}
Since $\mathbf a_3=\mathbf a_3'-2\mathbf a_1-2\mathbf a_2$, the new vectors generate the same lattice. The conditions $\mathbf a_i'\cdot\mathbf b_j'=2\pi\delta_{ij}$ are met by
\begin{equation}
\mathbf b_1'=\mathbf b_1-2\mathbf b_3,\qquad
\mathbf b_2'=\mathbf b_2-2\mathbf b_3,\qquad
\mathbf b_3'=\mathbf b_3 .
\end{equation}
The set of vectors in the sphere has not changed, but your bounds have. At $G_{\max}=6$ bohr$^{-1}$ they are $N=(1.75,1.75,4.41)$, while the correct ones are $L=(5.40,5.40,22.27)$. Your loop now finds 59 of the 459 vectors.

\textbf{Q:} Are the missing ones still far out?

\textbf{A:} No. The smallest cosine is now $c_3=0.198$, so completeness is guaranteed only up to $1.19$ bohr$^{-1}$. The vector $u(1,1,1)$, of length $1.36$ bohr$^{-1}$, belongs to the first nonzero shell. Its third index is
\begin{equation}
m_3'=\frac{\mathbf a_3'\cdot\mathbf G}{2\pi}
=\frac{(e/2)\,u\,(3+3+4)}{2\pi}=5,
\end{equation}
and your loop stops at 4. The Ewald energy becomes $-0.28953$ hartree for $\eta=0.4$ bohr$^{-1}$ and $-0.29546$ hartree for $\eta=0.5$ bohr$^{-1}$. Relative to the magnitude of the correct energy, the errors are 1.0\% and 3.1\%. Both values are too low because every omitted term is positive. The full set gives $-0.28655$ hartree for both values of $\eta$.

\textbf{Q:} Could I keep my formula and add one to each bound, for safety?

\textbf{A:} In this cell $u(2,2,2)$ has $m_3'=10$ and length $2.72$ bohr$^{-1}$, so one extra step does not reach it. More generally, $L_i-N_i=(1-c_i)L_i$ grows in proportion to $G_{\max}$, and no fixed margin can keep up with it.

\textbf{Q:} And in the compact cell, is there a quantity that would have shown the fault?

\textbf{A:} One that does not suppress the outer layer. Go back to $G_{\max}=2.3$ bohr$^{-1}$ and form the tensor $\sum_{\mathbf G}G_\alpha G_\beta$. With all 27 vectors, cubic symmetry makes it a multiple of the unit matrix, with diagonal elements $48u^2$. The shell of $u(0,2,2)$ has 12 equivalent members, of which your loop keeps six. The missing pair $\pm u(2,2,0)$ would have contributed $2\times2\times2\,u^2=8u^2$ to the $xy$ element, so that element becomes $-8u^2$ instead of zero. The $xx$ element loses $8u^2$ from this pair and $8u^2$ from $\pm u(2,0,2)$, and drops to $32u^2$. A cubic crystal has acquired a spurious anisotropy. If the sum carries a weight $w(|\mathbf G|)$, the false $xy$ element is $-8u^2$ times the weight at that shell, so a rapidly decaying weight hides it again.

\section{Using the bound}

\textbf{Q:} For a Bloch vector $\mathbf k$ my condition is $|\mathbf k+\mathbf G|\le G_{\max}$. Does the bound survive?

\textbf{A:} It is shifted. Write $\mathbf k=\sum_i\kappa_i\mathbf b_i$. The same projection gives $\mathbf a_i\cdot(\mathbf k+\mathbf G)=2\pi(\kappa_i+m_i)$, hence $|\kappa_i+m_i|\le L_i$, or
\begin{equation}
-\kappa_i-L_i\le m_i\le-\kappa_i+L_i .
\end{equation}
Round the lower end up and the upper end down. The range is in general not symmetric about zero.

\textbf{Q:} Is there any trap left in the rounding?

\textbf{A:} One, when a shell lies on the cutoff. For the fcc cell with $G_{\max}=\sqrt8\,u$, the bound is $L_i=(e/\sqrt2)(\sqrt8\,u)/(2\pi)=2$. A computer may obtain a number just below 2 and round it down to 1. Place the cutoff between shells, or add a small tolerance to $L_i$ before rounding. The second remedy protects the box, but the length test has the same tie and needs a tolerance of its own.

\textbf{Q:} So with $L_i$ I may use any cell I like?

\textbf{A:} The list will be complete, but the work differs. At $G_{\max}=6$ bohr$^{-1}$ the compact cell needs $11^3=1331$ candidates to find the 459 vectors, and the skew cell needs $11\times11\times45=5445$. A compact cell saves time; with the correct bound, the answer no longer depends on it. The numerical check checks this bound, with and without a Bloch vector, against a larger independent search in 40 random triclinic cells. For $\mathbf k=0$ and $G_{\max}=5$ bohr$^{-1}$, the rule you started with lost vectors in 35 of them.

\section*{Computed values}
\begin{verbatim}
Random cells tested: 40; popular bound failed in: 35
fcc cubic edge: 8.0 bohr; 2pi/edge: 0.785398 1/bohr
Primitive cell volume: 128.0 bohr^3
Compact cell |a_i|: 5.656854 bohr
Compact cell |b_i|: 1.360350 1/bohr
Compact cell c_i: 0.816497
Gmax 1.2 1/bohr: correct limit 1.0804, popular limit 0.8821
  vectors: correct 1, popular 1
Gmax 2.3 1/bohr: correct limit 2.0707, popular limit 1.6907
  vectors: correct 27, popular 21
  lost m = [-2, -1, -1], G/(2pi/edge) = [0, -2, -2], |G| = 2.2214 1/bohr
  lost m = [-1, -2, -1], G/(2pi/edge) = [-2, 0, -2], |G| = 2.2214 1/bohr
  lost m = [-1, -1, -2], G/(2pi/edge) = [-2, -2, 0], |G| = 2.2214 1/bohr
  lost m = [1, 1, 2], G/(2pi/edge) = [2, 2, 0], |G| = 2.2214 1/bohr
  lost m = [1, 2, 1], G/(2pi/edge) = [2, 0, 2], |G| = 2.2214 1/bohr
  lost m = [2, 1, 1], G/(2pi/edge) = [0, 2, 2], |G| = 2.2214 1/bohr
  vectors in the complete shell: 12
  sum G G^T, xx and xy, correct: 48.000, 0.000 (2pi/edge)^2
  sum G G^T, xx and xy, popular: 32.000, -8.000 (2pi/edge)^2
Gmax 6.0 1/bohr, kinetic cutoff 18.0 hartree
Vectors from the parity rule: 459
Ewald energy, full set, eta 0.4 1/bohr: -0.28655388 hartree
Ewald energy, full set, eta 0.5 1/bohr: -0.28655388 hartree
compact cell: c_i = [0.8165, 0.8165, 0.8165]
  correct limits [5.402, 5.402, 5.402], popular limits [4.411, 4.411, 4.411]
  vectors: correct 459, popular 411, lost 48
  safe radius 4.8990, shortest lost |G| 5.6089 1/bohr
  eta 0.4 1/bohr: popular energy -0.28655388, omitted 1.167e-23 hartree
  eta 0.5 1/bohr: popular energy -0.28655388, omitted 6.566e-16 hartree
skew cell: c_i = [0.3244, 0.3244, 0.198]
  correct limits [5.402, 5.402, 22.273], popular limits [1.753, 1.753, 4.411]
  vectors: correct 459, popular 59, lost 400
  safe radius 1.1882, shortest lost |G| 1.3603 1/bohr
  eta 0.4 1/bohr: popular energy -0.28952756, omitted 2.974e-03 hartree
  eta 0.5 1/bohr: popular energy -0.29546155, omitted 8.908e-03 hartree
Hexagonal cell: c_1 = c_2 = 0.866025, Gmax/|b_1| = 40.5
  vectors in sphere: 371211
  lost fraction: counted 0.05145, cap formula 0.05144
\end{verbatim}
